# Why the Muon Coupling in Muoniated Ethyl Exceeds the Proton Value, part 2

In the ethyl radical CH$_3$–CH$_2^\bullet$ one methyl ($\beta$) proton is replaced by a muon (Mu). Near room temperature the measured reduced coupling $A'_\mu=A_\mu|\mu_p/\mu_\mu|$ (moment ratio 3.183) is roughly 1.4 times the $\beta$-proton coupling of ethyl. The model seeks the excess in one $\beta$-bond stretch $x=r-r_e$ and one torsion $\theta$, the dihedral angle between that bond and the axis of the singly occupied p orbital. Parameters are UHF/6-31G. Atomic units are used ($\hbar=1$), with couplings in MHz and vibrational energies in cm$^{-1}$.

At $r_e$, $A(\theta)=B_0+B_2\cos^2\theta$ with $B_0=15.1$ and $B_2=131.8$ MHz. The bond at $\theta=0$ is the softest (smallest force constant $k$) and the most strongly coupled. Stretch averaging there raises $A$ from 146.9 to 155.2 MHz for H and 177.2 for Mu.

The local stretch has reduced mass $\mu$, frequency $\omega=\sqrt{k/\mu}$ and isotope factor $s=\sqrt{\mu_H/\mu_{Mu}}=2.870$. Its ground states were found on a grid from five-point scans ($-0.6$ to $+0.8$ bohr). For a curve $\tfrac12kx^2+k_3x^3+k_4x^4$, with $\sigma^2=1/2\mu\omega$, the second-order formula is

$$E_0\approx\frac\omega2+\delta,\qquad \delta=3k_4\sigma^4-\frac{11k_3^2\sigma^6}{\omega}.$$

The torsional potential $V(\theta)$ is the electronic energy plus the harmonic zero-point energy of the other 14 modes (analytic Hessian) plus the anharmonic shifts of the three $\beta$ stretches. Its twofold part is $V_2\sin^2\theta$. The two-point law for the stretch share, whose first term is the harmonic one, is

$$V_2^{\rm str}=\tfrac12[\omega_H(90^\circ)-\omega_H(0)](s-1)+[\delta_H(90^\circ)-\delta_H(0)](s^2-1).$$

From values $f$ at $0,30,60,90^\circ$,

$$V_2=-2c_1=\tfrac23\,(f_{90}+f_{60}-f_{30}-f_0),$$

where $c_n$ multiplies $\cos2n\theta$. For CH$_2$Mu this gives $V_2=188$ cm$^{-1}$, an upper value, with $c_2=-8.0$ and $c_3=-7.4$ cm$^{-1}$. For CH$_3$ only a sixfold ripple of 13.7 cm$^{-1}$ remains.

The harmonic zero-point energies alone give $\tfrac23(19222.1+19202.4-19119.9-19087.0)=145$ cm$^{-1}$, of which the stretch supplies 82 (the four-angle value, tested against the two-point law). The other 63 cm$^{-1}$ belongs to the remaining modes. The two modes below the C–Mu stretch move from 3746 and 3826 cm$^{-1}$ at $\theta=0$ to 3781 and 3948 at $90^\circ$. They lie well above the local C–H stretches and are presumably the two Mu bends, an assignment not checked here. The anharmonic stretch shifts add the last $188-145=43$ cm$^{-1}$; the second-order formula gives 50.

The anharmonic part has a weakness. The fitted scan curvatures differ from the Hessian values by under 1%, but with opposite signs at the two ends (0.3563 against 0.3539 at $0^\circ$, 0.3722 against 0.3738 at $90^\circ$), and the barrier depends on a 5% difference. The harmonic stretch barrier is 65 cm$^{-1}$ from the scans and 82 from the Hessian. The scanned curves alone give a total stretch barrier of 108 cm$^{-1}$ (the formula on the same curves gives 115, the tested comparison), whereas $V_2$ contains $82+43=125$. The 43 is measured from the scan curvatures, so adding it to the Hessian value combines two different curvatures at the minimum. If the anharmonic shifts are right, $V_2=188$ cm$^{-1}$ stands. If instead the total grid levels are right, the anharmonic share is $108-82=26$ and $V_2=171$ cm$^{-1}$. The five-point scans alone do not decide between the two. A fourteen-point scan from $-1.0$ to $+1.3$ bohr reproduces the Mu grid levels within about 4 cm$^{-1}$ at each angle and gives a total stretch barrier of 107 cm$^{-1}$. The total levels are therefore the reliable quantity, and $V_2\approx171$ cm$^{-1}$ (2.0 kJ/mol) is the better value. The rotor numbers below use 188 and overstate the alignment: with 171, $\langle\cos2\theta\rangle$ at 300 K is 0.194 instead of 0.212 and the 300 K ratio is 1.32 instead of 1.34.

Deuterium tests the sign. Here $s_D=\sqrt{1694.8/3143.8}=0.734$, so the harmonic law predicts $V_2(D)/V_2(Mu)=-0.266/1.870=-0.142$. The computed $V_2(D)=-25$ cm$^{-1}$ gives $-0.133$: the C–D bond is slightly disfavoured at $\theta=0$, the position along the p axis.

## The hindered rotor

The torsional Hamiltonian is $H=pF(\theta)p+V(\theta)$ with $p=-i\,d/d\theta$ and $F=1/2I$. The inertia $I$ is the squared length of the mass-weighted displacement for rigid rotation of the methyl group after overall translation and rotation are projected out; for CH$_3$ it is tested against $I_1I_2/(I_1+I_2)$ for two coaxial tops. $F$ is 15.3 cm$^{-1}$ for CH$_3$ and 17.9 for CH$_2$Mu, where it varies by less than 1% with angle. In the basis $e^{im\theta}$ the operator $\cos2n\theta$ has elements $\tfrac12$ for $m'=m\pm2n$. Even and odd $m$ do not mix and, for a given overall rotational state, go with different spin states of the two $\alpha$ protons; they are weighted equally, and their averages are tested to differ by less than $10^{-3}$ at 100 K. Three limits with constant $F$ and $V=-\tfrac12V_2\cos2\theta$ can be solved, with $\beta=1/kT$.

Classically the weight is $e^{u\cos2\theta}$ with $u=\beta V_2/2$. From $I_n(u)=\pi^{-1}\int_0^\pi e^{u\cos\phi}\cos n\phi\,d\phi$ with $\phi=2\theta$,

$$\langle\cos2\theta\rangle=I_1(u)/I_0(u)\approx u/2\quad(u\ll1).$$

For a weak barrier and a quantum rotor, write $H=H_0-gB$ with $B=\cos2\theta$, $g=V_2/2$. To first order $e^{-\beta H}=e^{-\beta H_0}+g\int_0^\beta e^{-(\beta-\tau)H_0}Be^{-\tau H_0}d\tau$, and $\langle B\rangle_0=0$, so

$$\langle B\rangle=\frac gZ\int_0^\beta d\tau\sum_{m,\pm}\tfrac14\,e^{-(\beta-\tau)Fm^2-\tau F(m\pm2)^2}.$$

The exponent is $-\beta Fm^2\mp4\tau Fm-4\tau F=-\beta F(m\pm2\tau/\beta)^2-4F\tau(\beta-\tau)/\beta$. For $kT\gg F$ the sum over $m$ may be replaced by an integral, which does not feel the shift and cancels $Z$. The two signs give $\tfrac12$:

$$\langle\cos2\theta\rangle=\frac{V_2}4\int_0^\beta e^{-4F\tau(\beta-\tau)/\beta}d\tau\approx\frac{\beta V_2}4\Big(1-\tfrac23\beta F\Big),$$

using $\int_0^\beta\tau(\beta-\tau)d\tau=\beta^3/6$. The first factor is the classical $u/2$, and delocalization reduces it.

In a deep well at low temperature, $H\approx Fp^2+V_2\theta^2$ is an oscillator of mass $1/2F$ and frequency $2\sqrt{FV_2}$, so $\langle\sin^2\theta\rangle\approx\langle\theta^2\rangle=1/(2\cdot\tfrac1{2F}\cdot2\sqrt{FV_2})=\tfrac12\sqrt{F/V_2}$. Each limit is tested against diagonalization in its own regime, the last at $F/V_2=0.01$. The radical has $F/V_2=0.095$, for which the formula is an estimate: $\langle\sin^2\theta\rangle\approx0.15$ and $\langle\cos2\theta\rangle\approx0.69$. Torsional zero-point motion keeps the alignment well short of complete.

At 300 K, $kT=208.5$ cm$^{-1}$, $u=0.451$, $I_1/I_0=0.220$, and the quantum factor is 0.945. Applying the linear-response factor to the Bessel ratio, an interpolation and not a derived result, gives 0.208. The $\cos4\theta$ term adds to this: in $e^{u\cos2\theta+v\cos4\theta}$ the cross term $uv\cos2\theta\cos4\theta$ contributes $uv\,\overline{\cos^22\theta\cos4\theta}=uv/4$, and $v=8.0/208.5=0.038$ gives 0.004. The sum, 0.212, matches the value found by diagonalizing the full rotor, but its last digit is not significant: the $\cos6\theta$ cross terms left out add $vw/4+u^2w/16\approx0.001$ with $w=7.4/208.5$, and the 0.004 carries no quantum reduction.

## Putting the two together

The stretch-averaged couplings have the expansions $a_0+a_1\cos2\theta+\dots$ with $(a_0,a_1)=(83.9,\,70.0)$ MHz for H and $(95.4,\,80.3)$ for Mu; the higher terms are below 2 MHz. In ethyl the potential has sixfold symmetry, $\langle\cos2\theta\rangle$ and $\langle\cos4\theta\rangle$ vanish, and $A_p=83.9$ MHz from 100 to 400 K. With $c=\langle\cos2\theta\rangle$,

$$\frac{A'_\mu}{A_p}\approx\frac{a_0^{Mu}}{a_0^H}\Big(1+\frac{a_1^{Mu}}{a_0^{Mu}}\,c\Big).$$

At 300 K, the two terms give $A'_\mu=95.42+80.32\times0.212=112.4$ MHz and the full average 112.5 MHz, or 358 MHz unscaled, and the ratio is 1.34 (1.32 with the better barrier $V_2=171$ cm$^{-1}$). The stretch alone (Mu couplings, CH$_3$ rotor) gives 1.138 and the torsion alone (H couplings, CH$_2$Mu rotor) 1.178. Their product, 1.341, reproduces the combined 1.342 because $a_1/a_0$ is almost the same for the two isotopes, 0.84 and 0.83. The closed form built from the end points, $[17.1+160.1\times(1+0.220)/2]/85.4=1.344$, is tested against the same ratio with a tolerance of 6%. Its closeness to 1.342 rests on cancellation: the numerator, 114.8 MHz, and the denominator each exceed their full values (112.5 and 83.9 MHz) by 2%, and the classical 0.220 stands in for 0.212.

| $T$ (K) | $c$ | $A'_\mu$ | $A_p$(CH$_2$Mu) | group mean |
|---|---|---|---|---|
| 100 | 0.503 | 136.1 | 66.1 | 89.4 |
| 200 | 0.303 | 119.9 | 73.2 | 88.8 |
| 300 | 0.212 | 112.5 | 76.4 | 88.4 |
| 400 | 0.162 | 108.5 | 78.2 | 88.3 |

The two mechanisms leave different marks. The protons of CH$_2$Mu sit at $\theta\pm120^\circ$, and the mean of $\cos(2\theta\pm240^\circ)$ is $\cos2\theta\cos240^\circ=-\tfrac12\cos2\theta$, so $A_p=83.86-35.00\times0.212=76.4$ MHz at 300 K. Their coupling lies below the ethyl value and rises with temperature while $A'_\mu$ falls, for $u\ll1$ as $a_1V_2/4kT$ toward the floor $a_0^{Mu}$. The group mean is

$$\tfrac13(A'_\mu+2A_p)=\tfrac13(a_0^{Mu}+2a_0^H)+\tfrac13(a_1^{Mu}-a_1^H)\,c=87.7+0.7=88.4\ \text{MHz}.$$

Were the coupling functions equal for Mu and H, it would be $a_0^H$ at any $V_2$ in this two-term form, so within this model its excess over 83.9 MHz isolates the stretch effect (averaging over bends, omitted here, would enter the same excess). For deuterium both effects reverse, and $A'_D=80.6$ MHz, 0.96 of the proton value. The full set of values is in the numerical output below.

## How far the numbers carry

UHF/6-31G has no electron correlation, no nuclear cusp and some spin contamination ($\langle S^2\rangle=0.763$ against 0.75). The couplings are not converged in the basis: at the same geometries UHF/6-311G** gives 128.4, 97.1, 37.5 and 10.2 MHz at the four angles, 13% lower at $0^\circ$, with $B_0=10.2$ and $B_2=118.2$ MHz, and the four-angle $a_1/a_0$ at $r_e$ rises from 0.83 to 0.87. The force constants and the barrier are 6-31G values only. PBE0 in the same basis at the staggered geometry gives 143.6 and 37.2 MHz at $0^\circ$ and $60^\circ$. Read through the $\cos^2$ law, $B_2=(143.6-37.2)/0.75=142$ and $B_0=2$ MHz, so $a_1/a_0\approx71.0/72.7=0.98$. This two-point reading underestimates $B_0$: applied to UHF it gives $B_0=11.9$ MHz instead of 15.1, and $a_1/a_0=0.85$. The figure 0.98 is therefore probably somewhat high, but compared like with like (0.98 against 0.85) PBE0 would enlarge the torsional factor at the same $c$. The logarithmic rise of $A$ over a 0.25 bohr stretch is 0.83 bohr$^{-1}$ against 1.06 in UHF. Its sign, the tested quantity, is the same, and its size is 21% below the UHF value, which points to a smaller stretch factor. The two changes act in opposite directions, and the split between the mechanisms is less certain than their signs.

The model also omits the averaging of $A$ over the Mu bends, bend anharmonicity, stretch–bend coupling, the contribution of the relaxing wag to the inertia, thermal population of the soft modes, non-adiabatic corrections and any medium. The computed ratio, 1.32 with the better barrier and 1.34 with the upper one, is therefore of the size of the rough measured 1.4, and no closer agreement can be claimed from it. In this model the excess comes from a coupling that rises and curves upward with bond length, and from a zero-point energy that is lowest where the coupling is largest. The electronic torsional potential of ethyl has no twofold part. In a radical whose other substituents create a twofold electronic barrier comparable to 170 cm$^{-1}$, that barrier reinforces or opposes the zero-point term according to its sign, and the conformational effect must be computed afresh.

## Values computed for the example and the checks

```
|mu_mu/mu_p|: 3.183345
proton contact constant (MHz bohr^3): 4469.88
same for density 1/pi (MHz): 1422.81
atomic masses H D Mu C (m_e): 1837.15 3671.48 207.77 21874.66
reduced masses H D Mu (m_e): 1694.81 3143.82 205.81
sqrt(mu_H/mu_Mu), UHF <S^2> staggered: 2.8696 0.7632
UHF E staggered (Eh): -78.568736
E ecl - E stag (cm^-1): 26.0
r(CC) staggered, eclipsed (bohr): 2.8313 2.8316
columns: theta (deg): 0 30 60 90
r_e (bohr): 2.0594 2.0555 2.0494 2.0469
k Hessian (Eh/bohr^2): 0.3539 0.3602 0.3700 0.3738
k scan (Eh/bohr^2): 0.3563 0.3613 0.3689 0.3722
A at r_e (MHz): 146.87 112.17 45.67 15.10
B0+B2cos^2 (MHz): 146.87 113.92 48.04 15.10
B0 B2 (MHz): 15.10 131.77
local w_H (cm^-1): 3171 3200 3243 3259
C-Mu normal mode (cm^-1): 9094 9175 9300 9347
next two modes, Mu at 0 then 90 (cm^-1): 3746 3826 3781 3948
<x> H (bohr): 0.0324 0.0319 0.0310 0.0308
<x> Mu (bohr): 0.0967 0.0940 0.0903 0.0893
<x^2> H, Mu at 0 (bohr^2): 0.0221 0.0737
Morse a (1/bohr), D (Eh) at 0: 1.0421 0.1640
3a/(4 mu w) H, Mu (bohr): 0.0318 0.0913
Mu weight outside scan at 0: 0.0071
dA/dx (MHz/bohr), d2A/dx2 (MHz/bohr^2) at 0: 124.5 329.3
Mu shift at 0: linear, quadratic, full (MHz): 12.05 12.13 30.36
<A> H (MHz): 155.17 118.31 47.87 15.62
<A'> Mu (MHz): 177.22 134.98 54.11 17.14
<A'> D (MHz): 152.75 116.53 47.23 15.47
cos0,2,4,6 terms <A> H (MHz): 83.86 69.99 1.54 -0.22
cos0,2,4,6 terms <A'> Mu (MHz): 95.42 80.32 1.76 -0.28
harmonic ZPE CH2Mu (cm^-1): 19087.0 19119.9 19202.4 19222.1
anharmonic shift Mu, DVR (cm^-1): -135.0 -117.3 -91.6 -86.3
anharmonic shift Mu, 2nd order (cm^-1): -136.0 -116.1 -86.4 -80.2
V CH2Mu (cm^-1): 0.0 73.9 153.1 203.0
V CH3 (cm^-1): 0.0 13.7 -0.0 13.7
cos0,2,4,6 terms V CH2Mu (cm^-1): 109.5 -94.0 -8.0 -7.4
V2 Mu (cm^-1), (kJ/mol): 188.09 2.25
V2 stretch harmonic: two-point law, Hessian, scan (cm^-1): 82.3 82.0 64.6
V2 stretch: anharmonic term, formula sum, DVR (cm^-1): 50.1 114.6 107.6
V2 D (cm^-1): -25.1
V2 D/V2 Mu, harmonic mass law: -0.133 -0.142
F CH2Mu (cm^-1): 17.85 17.93 17.91 17.92
F mean CH2Mu, CH3 (cm^-1): 17.91 15.32
300 K: kT (cm^-1), u, I1/I0, quantum factor: 208.510 0.451 0.220 0.945
columns: T (K): 100 200 300 400
<cos2th> CH2Mu: 0.503 0.303 0.212 0.162
A'_mu (MHz): 136.1 119.9 112.5 108.5
A_mu unscaled (MHz): 433.2 381.7 358.2 345.4
A_p in CH2Mu (MHz): 66.1 73.2 76.4 78.2
A_p ethyl (MHz): 83.9 83.9 83.9 83.9
group mean (MHz): 89.4 88.8 88.4 88.3
A'_mu/A_p ethyl: 1.623 1.430 1.342 1.294
300 K ratio: stretch only, torsion only, closed: 1.138 1.178 1.344
300 K A'_D (MHz), ratio: 80.637 0.962
PBE0 A at 0, 60 deg (MHz): 143.63 37.20
ln[A(.25)/A(0)]/.25 UHF, PBE0 (1/bohr): 1.056 0.834
```
